# Why ruthenium can rival copper in very narrow lines

**Q.** Ruthenium has a much higher bulk resistivity than copper. How can it be a serious candidate for the narrowest wires on a chip?

**A.** Bulk resistivity describes a metal in which an electron loses its drift inside the crystal. In a narrow line it may reach a wall or a grain boundary first. We then need a property of the metal that does not depend on how often its bulk scatters. That property is the product $P=\rho_0\lambda$ of bulk resistivity and bulk free path.

**Q.** Why should the product be more fundamental than its two factors?

**A.** Use Hartree atomic units, with $\hbar=e=1$ and electron charge $-1$. Let a weak field $E$ point along $z$, and let every electron on the Fermi surface have the same free path $\lambda$, so that its relaxation time is $\tau=\lambda/|\mathbf v|$. The force is $-E$, and the steady Boltzmann equation for the small change $f_1$ of the occupation is

$$-E\,v_z\frac{\partial f_0}{\partial\varepsilon}=-\frac{f_1}{\tau},\qquad f_1=E\,\tau v_z\frac{\partial f_0}{\partial\varepsilon}.$$

The current density is $j=-2\int v_zf_1\,d^3k/(2\pi)^3$, where 2 counts spin. When the thermal energy is far below the Fermi energy, as in ordinary metals at room temperature, $-\partial f_0/\partial\varepsilon\approx\delta(\varepsilon-\varepsilon_F)$, and the delta function turns $d^3k$ into $dS/|\mathbf v|$ on the Fermi surface. With $\mathbf u=\mathbf v/|\mathbf v|$,

$$\frac1{\rho_0}=\frac{2}{8\pi^3}\int\frac{dS}{|\mathbf v|}\,v_z^2\,\frac{\lambda}{|\mathbf v|}=\frac{\lambda}{4\pi^3}\int dS\,u_z^2 .$$

In a cubic metal the integrals of $u_x^2,u_y^2,u_z^2$ are equal and add up to the Fermi area $S_F$. Each is $S_F/3$, so

$$\frac1P=\frac1{\rho_0\lambda}=\frac{S_F}{12\pi^3}.$$

The scattering strength has cancelled. A small product means a large Fermi surface, and so a large conductivity for a given free path. The area is not a count of electrons: a nearly empty band and a nearly full one can have equal Fermi areas.

This relation was tested on a nonspherical cubic band. An integral over the Brillouin zone gave $1/P=0.1243$ and the separately computed surface area gave $0.1242$, both in atomic units. Without cubic symmetry $\int dS\,u_z^2$ need not equal $S_F/3$, and the product can depend on the current direction. That matters for hexagonal ruthenium.

**Q.** How does this product enter the resistivity of an actual line?

**A.** Take a conducting rectangle of width $a$ and height $b$, with current along $z$. I make four assumptions:

- Directions $\mathbf u$ are isotropically distributed over the Fermi surface.
- Bulk scattering makes the direction random.
- Walls are fully diffuse: an electron leaves with no memory of its arrival direction.
- Grain boundaries are planes across the line, met at random with mean spacing $g$. Each encounter reverses $u_z$ with probability $R$, and the electron keeps no memory of where earlier planes were.

Write $f_1=E(\partial f_0/\partial\varepsilon)\chi$. Here $\chi$ is a length that measures how much drift an electron has gathered. Restoring the spatial term $\mathbf v\cdot\nabla f_1$ in the Boltzmann equation and dividing by $|\mathbf v|$ gives

$$\mathbf u\cdot\nabla\chi=u_z-\frac{\chi-\bar\chi}{\lambda}-\frac{R|u_z|}{g}\left[\chi(\mathbf u)-\chi(\mathbf u')\right],$$

where $\bar\chi$ is the average over directions and $\mathbf u'$ is $\mathbf u$ with $u_z$ reversed. The factor $|u_z|/g$ is the number of grain planes met per unit path.

Reflecting the line in $z$ changes the sign of the source $u_z$ and leaves the scattering unchanged. Therefore $\chi(\mathbf u')=-\chi(\mathbf u)$. This has three consequences. First, $\bar\chi=0$. Secondly, the grain bracket equals $2\chi(\mathbf u)$, because a reversal removes the forward drift and adds an equal backward one. Thirdly, electrons leaving a diffuse wall carry the flux average of those arriving, which is zero. Thus $\chi$ starts from zero at the wall and obeys

$$\mathbf u\cdot\nabla\chi=u_z-\kappa\chi,\qquad \kappa=\frac1\lambda+\frac{2R|u_z|}{g}.$$

If the wall lies a distance $\ell$ back along the path, the solution is

$$\chi=u_z\int_0^\ell e^{-\kappa s}\,ds .$$

The current follows as before, with $\chi$ averaged over the cross-section in place of $\lambda u_z$. Angle brackets denote an average over directions and position:

$$\frac1\rho=\frac{S_F}{4\pi^3}\langle u_z\chi\rangle=\frac{S_F}{12\pi^3}\,3\langle u_z\chi\rangle .$$

The prefactor is $1/P$, and hence

$$\rho=\frac P\Lambda,\qquad \Lambda=3\langle u_z\chi\rangle .$$

With isotropic directions, the metal's Fermi surface enters only through its area, in $P$. The walls, the grains and the remaining bulk scattering sit in the effective path $\Lambda$. On a nonspherical surface the directions are generally not isotropic, and $\Lambda$ then depends on the shape of the surface too.

**Q.** Can $\Lambda$ be evaluated for a rectangular line?

**A.** Yes. For a fixed direction, a point contributes at path length $s$ if its position a distance $s$ earlier was still inside the metal. Those points fill the overlap of the rectangle with a copy shifted by $s|u_x|$ and $s|u_y|$. Their share of the area is

$$W(s)=\left(1-\frac{s|u_x|}{a}\right)\left(1-\frac{s|u_y|}{b}\right)$$

until either factor reaches zero, and $W=0$ afterwards. Therefore

$$\Lambda=3\left\langle u_z^2\int_0^\infty e^{-\kappa s}\,W(s)\,ds\right\rangle,$$

where the remaining average is over directions. Without walls or grain reversals, $W=1$ and $\kappa=1/\lambda$. The integral is then $\lambda$, and $\langle u_z^2\rangle=1/3$ gives $\Lambda=\lambda$ and $\rho=\rho_0$, as it must.

**Q.** What happens when the line is still wide compared with the free path?

**A.** The exponential then ends the integral before $W$ has changed much. To first order in $\lambda$ divided by a wall or grain distance, the product term in $W$ drops out and

$$\int_0^\infty e^{-\kappa s}W\,ds\approx\frac1\kappa-\frac1{\kappa^2}\left(\frac{|u_x|}{a}+\frac{|u_y|}{b}\right)
\approx\lambda-\lambda^2\left(\frac{2R|u_z|}{g}+\frac{|u_x|}{a}+\frac{|u_y|}{b}\right).$$

Two angular averages are needed. With $\mu=|u_z|=\cos\theta$,

$$\langle |u_z|^3\rangle=\int_0^1\mu^3d\mu=\frac14,$$

$$\langle u_z^2|u_x|\rangle=\left(\int_0^{\pi/2}\cos^2\theta\sin^2\theta\,d\theta\right)\frac2\pi=\frac{\pi}{16}\,\frac2\pi=\frac18 .$$

The factor $2/\pi$ is the mean of $|\cos\phi|$, and $|u_y|$ gives the same average. Multiplying by 3,

$$\Lambda\approx\lambda-\lambda^2K,\qquad K=\frac38\left(\frac1a+\frac1b\right)+\frac{3R}{2g}.$$

Since $P/\lambda=\rho_0$ and $1/(1-\lambda K)\approx1+\lambda K$,

$$\rho\approx\rho_0(1+\lambda K)=\rho_0+PK .$$

So, in a wide line, the resistivity added by confinement is the product times $K$, which contains the line's dimensions and the grain reversals. For the same $K$, a metal with smaller $P$ starts from its own $\rho_0$ but rises more slowly as the line narrows.

**Q.** And in the opposite limit, when the free path is much longer than the line is wide?

**A.** Then $1/\lambda$ disappears from $\kappa$, while $\Lambda$ stays finite. An electron cannot travel farther between walls than $D/\sin\theta$, where $D=\sqrt{a^2+b^2}$ is the diagonal. Because $W\le1$ and $e^{-\kappa s}\le1$,

$$\Lambda\le3\int_0^{\pi/2}\sin\theta\,\cos^2\theta\,\frac{D}{\sin\theta}\,d\theta=\frac{3\pi}{4}D .$$

This is an upper bound, not an estimate. It shows that a longer bulk path cannot lower the resistivity without limit. Once $\Lambda$ has reached its geometric value, which still depends on $R$ and $g$, the bulk properties of the metal enter $\rho$ only through $P$ in this isotropic model, and $\rho_0$ no longer matters separately.

**Q.** Does a smaller product then guarantee that the high-resistivity metal wins?

**A.** Not at every width. Call the metal with long path and low bulk resistivity L, and the one with short path and high bulk resistivity S. Give them the same conducting section, grains and walls. Their resistance ratio is

$$\frac{R'_L}{R'_S}=\frac{P_L}{P_S}\,\frac{\Lambda_S}{\Lambda_L},$$

where $R'$ is resistance per length. Increasing $\lambda$ lowers $\kappa$ and so raises $\Lambda$. Since $\lambda_S<\lambda_L$, we have $\Lambda_S<\Lambda_L$ and

$$\frac{R'_L}{R'_S}<\frac{P_L}{P_S}.$$

At equal section, S therefore needs the smaller product to win at all. With equal products it loses at every width, because L's longer path still helps. That help is large in a wide line and fades as the line narrows.

If the section and the grain spacing shrink together, both $\Lambda$ values approach the same geometric length and the ratio approaches $P_L/P_S$. So in this model a smaller product must win at some small enough width. Whether that width is useful is a separate question.

**Q.** Where does the barrier enter?

**A.** Copper needs a barrier against diffusion into the surrounding insulator, and this takes up part of the trench. Ruthenium can use a thinner layer. For a trench of width $w$ and height $h$, with a layer of thickness $t$ on both sides and the bottom,

$$a=w-2t,\qquad b=h-t,\qquad R'=\frac{\rho}{ab}.$$

Here I neglect current in the barrier. With $A=ab$, the ratio becomes

$$\frac{R'_L}{R'_S}=\frac{P_L}{P_S}\,\frac{\Lambda_S}{\Lambda_L}\,\frac{A_S}{A_L}.$$

A thick barrier harms L twice: it removes conducting area and, by bringing the walls closer, shortens $\Lambda_L$. If the grain spacing follows the conducting width, as in the example below, it shrinks too and shortens $\Lambda_L$ further. The equal-section bound no longer applies.

**Q.** Can you put numbers on this?

**A.** I use model metals with round parameters. Their bulk resistivities and free paths are roughly those of copper and ruthenium, but they are not data for either. Giving both metals the same grain reversal is a simplification. From here on, lengths are in nm and resistivities in µΩ cm.

- L has $\rho_0=2$, $\lambda=35$ and $t=2$, so $P_L=2\times35=70$ µΩ cm nm.
- S has $\rho_0=8$, $\lambda=6$ and $t=0.5$, so $P_S=8\times6=48$ µΩ cm nm.

Both have $h=2w$, $R=0.2$ and $g=a$. By the Fermi-area relation, these products correspond to about 2200 and 3200 nm$^{-2}$.

For $w=12$ nm, the conducting section is $8\times22=176$ nm$^2$ for L and $11\times23.5=258.5$ nm$^2$ for S. The integral gives $\Lambda_L=6.68$ nm and $\Lambda_S=3.96$ nm. Hence

$$\rho_L=\frac{70}{6.68}=10.5,\qquad \rho_S=\frac{48}{3.96}=12.1\ \text{µΩ cm}.$$

The bulk handicap of S was a factor of 4. In the line it has fallen to about 1.16, but S still has the higher resistivity.

Now divide by area. Since 1 µΩ cm is $10^{-8}$ Ω m and 1 nm$^2$ is $10^{-18}$ m$^2$, their quotient is $10^{10}$ Ω/m, or $10^4$ Ω/µm. Thus

$$R'_L=10^4\,\frac{10.48}{176}=595,\qquad R'_S=10^4\,\frac{12.12}{258.5}=469\ \text{Ω/µm}.$$

The three factors show how the order reverses:

$$\frac{R'_L}{R'_S}=1.458\times0.593\times1.469=1.27 .$$

The product favours S, the effective path favours L, and the area favours S. For the same current, the Joule heat per length $I^2R'$ is about 21% lower in S than in L. The temperature rise also depends on how heat leaves the line, which is not treated here.

**Q.** At what width does the advantage disappear?

**A.** At about 14.8 nm for these parameters. At 15 nm the resistances are 267 Ω/µm for L and 271 Ω/µm for S, nearly equal. At 30 nm they are 31 and 55 Ω/µm, and L is clearly better. The ratio changed sides once over the sampled widths up to 200 nm.

**Q.** Which matters more, the product or the barrier?

**A.** Remove one cause at a time and find the new crossover:

- With no barriers, it falls to 4.1 nm.
- With the 2 nm barrier in both metals, it is 7.5 nm.
- With equal products but the original barriers, it is 12.9 nm.

In the last case I keep $\rho_0=8$ for S and raise its free path to 8.75 nm, so that both products are 70. The number depends on this choice: shortening the path of L to 24 nm, or raising the bulk resistivity of S, gives about 11 nm, still well above 7.5 nm.

In this example, then, the barrier difference moves the crossover more than the product difference does. The product alone would make S competitive only at very small widths. The 7.5 nm case is also one of equal sections: both conductors are then about $7.5-4=3.5$ nm wide, and the smaller product is what lets S win.

**Q.** If the barrier is so important, do we need the size effect at all?

**A.** We do. Suppose each metal kept its bulk resistivity in the line. Equal resistance would then require $A_S/A_L=8/2=4$, or

$$(w-1)(2w-0.5)=4(w-4)(2w-2).$$

Expanding both sides gives $2w^2-2.5w+0.5=8w^2-40w+32$, and therefore

$$6w^2-37.5w+31.5=0,\qquad w=\frac{37.5+\sqrt{650.25}}{12}=5.25\ \text{nm}.$$

The other root is 1 nm, where L has no conducting width. Without the size effect, the thinner barrier must make up a fourfold handicap. With it, the handicap shrinks as the line narrows, and a moderate gain in area is enough. The two causes reinforce each other, so the shifts in crossover width should not be added as separate shares.

**Q.** How far should I trust the effective-path formula?

**A.** It was tested at 12 nm against simulated electrons that flew, scattered in the bulk, left walls diffusely and reversed at grain planes. Their diffusion gave $\Lambda_L=6.60$ nm and $\Lambda_S=3.97$ nm, within the test's 3.5% tolerance of the formula.

The assumption of independent grain encounters is less secure, since a real electron can return to the same boundary. With fixed, evenly spaced planes the simulation gave 6.26 and 3.85 nm, about 6% and 3% below the formula. The resistance ratio became 1.32, so the ordering survived in this case. Fixed planes also raise the grain term in $K$ above $3R/(2g)$, and the gap widens as $R$ grows: at $R=1$ a fixed plane blocks the current entirely, while $3R/(2g)$ stays finite. The formula is therefore safest for small $R$.

Current in the barrier works the other way. If both barriers have a resistivity of 200 µΩ cm and conduct in parallel with the metal, they carry 3.2% of the current in L and 0.7% in S. The ratio drops to 1.24.

**Q.** What could overturn the conclusion in a real process?

**A.** A thinner copper barrier could do so. Reducing L's barrier from 2 to 1 nm lowers the crossover from 14.8 to 9.3 nm. Raising only the grain reversal in S, from 0.2 to 0.4, lowers it from 14.8 to 13.6 nm. In this model that weakens the advantage of S at 12 nm but does not reverse it. The assumption of independent grain encounters understates strong reversal, however. With fixed planes the margin at $R=0.4$ is smaller, and a reversal near 0.5 in S is enough to remove the advantage at 12 nm.

Wall quality matters too. On a spherical Fermi surface, a perfectly smooth wall preserves $u_z$ and does not erase the drift. If, in that case, all walls were smooth and grains did not reverse electrons, $\Lambda$ would return to $\lambda$, and the crossover to the 5.25 nm found from bulk resistivities.

The theory is also semiclassical. It omits the discrete transverse states of a very thin wire, so the limit of vanishing width is formal, and the 4.1 nm crossover should be read with caution. Contacts and vias are absent, as are roughness that changes the section, free paths that vary over the Fermi surface and velocity directions that are not isotropic.

For a real copper–ruthenium comparison, I would therefore measure resistance per length at equal trench size, together with the conducting area and grain structure. Resistivity alone can give the wrong ranking: at 12 nm in the example, S has the higher resistivity and the lower line resistance. The remaining widths and checks are in the numerical output below.

## Table of computed values

```
Cubic band: Fermi area = 46.226 a.u. (lattice constant 1)
  1/(rho lambda), zone integral = 0.12432 a.u.
  1/(rho lambda), surface area  = 0.12424 a.u.
L: rho0 = 2.0 microohm cm, lambda = 35.0 nm, t = 2.0 nm, R = 0.2
   P = 70.0 microohm cm nm, Fermi area = 2184 nm^-2
S: rho0 = 8.0 microohm cm, lambda = 6.0 nm, t = 0.5 nm, R = 0.2
   P = 48.0 microohm cm nm, Fermi area = 3185 nm^-2
Height/width = 2.0; grain spacing = conducting width
Product ratio P_L/P_S = 1.4583
Equal-section ratio at w = 0.001 nm (formal) = 1.4582
Wide-line excess/bulk: exact 0.000863, linear law 0.000863
w(nm) | rho_L rho_S (microohm cm) | R'_L R'_S (ohm/um) | R'_L/R'_S
  8 | 18.29 14.61 | 3266.3 1346.3 | 2.426
 10 | 13.14 13.09 | 1216.8 745.8 | 1.632
 12 | 10.48 12.12 | 595.2 469.0 | 1.269
 15 | 8.23 11.20 | 267.3 271.2 | 0.986
 20 | 6.31 10.32 | 103.8 137.5 | 0.755
 30 | 4.65 9.49 | 30.8 55.0 | 0.560
Details at w = 12 nm:
 L: a = 8.0 nm, b = 22.0 nm, area = 176.0 nm^2
   Lambda: formula 6.682, simulation 6.595, fixed planes 6.255 nm
   barrier current share = 3.23 %, R' with it = 576.0 ohm/um
 S: a = 11.0 nm, b = 23.5 nm, area = 258.5 nm^2
   Lambda: formula 3.959, simulation 3.970, fixed planes 3.851 nm
   barrier current share = 0.69 %, R' with it = 465.8 ohm/um
 Factors: P_L/P_S = 1.4583, Lambda_S/Lambda_L = 0.5925, A_S/A_L = 1.4688
 R'_L/R'_S with fixed grain planes = 1.319
 R'_L/R'_S with barrier current = 1.237
 Assumed barrier resistivity = 200 microohm cm
Crossover trench widths (S has lower resistance below them):
 full model: 14.79 nm
 no barriers: 4.13 nm
 both barriers as in L: 7.54 nm
 equal products, own barriers: 12.94 nm
 own barriers, no size effect: 5.25 nm
 barrier of L reduced to 1 nm: 9.28 nm
 grain reversal of S raised to 0.4: 13.55 nm
Equal-product case uses lambda_S = 8.75 nm
```
